# Orbital Depairing in a Thin Diffusive Superconducting Film in a Parallel Field

## A small energy with a large effect

Take a superconducting film 6 nm thick, with diffusion constant 5 cm²/s and critical temperature 2 K, and lay a field of 2 T exactly in its plane. The orbital depairing energy is then 18 µeV, while the edge of the excitation spectrum, before any spin splitting, falls from 304 to 223 µeV. Why is the depairing energy so small, and why does the edge fall by more than four times as much?

The first answer is an average of the squared vector potential over the thickness:

$$\Gamma=\frac{2De^2}{\hbar}\langle A^2\rangle=\frac{De^2B^2d^2}{6\hbar}. \tag{1}$$

The second follows from the way $\Gamma$ enters the spectrum.

## Setting and convention

The film fills $|z|<d/2$ and the field $B$ points along $x$. SI units are used, with $e>0$. The assumptions are:

- the mean free path $l$ is much shorter than $d$, so motion is diffusive across the film;
- $d$ is much smaller than the coherence length $\xi=\sqrt{\hbar D/\Delta_0}$, where $\Delta_0$ is the zero-field, zero-temperature pair potential;
- $d$ is much smaller than the penetration depth $\lambda$, so $B$ is uniform inside;
- no net current flows.

The starting law is the mean-field Usadel equation for a diffusive superconductor. At Matsubara energy $\omega>0$ it reads

$$\hbar D\,\tilde\nabla\cdot(g\tilde\nabla g)=[\omega\tau_3+\Delta\tau_1,\,g],\qquad g=\tau_3\cos\theta+\tau_1\sin\theta . \tag{2}$$

Here $\tau_i$ are Pauli matrices in particle-hole space, $\Delta$ is the pair potential and $\theta$ the pairing angle: $\theta=0$ is the normal metal. The covariant gradient is $\tilde\nabla g=\nabla g-i\mathbf a[\tau_3,g]$, with

$$\mathbf a=\tfrac12\left(\mathbf q+\frac{2e\mathbf A}{\hbar}\right).$$

The vector $\mathbf q$ is the phase gradient of the pair potential. It appears when the phase is removed from $g$ by a rotation about $\tau_3$, and the 2 beside $e$ is the pair charge.

The name "depairing energy" needs a definition. Here $\Gamma$ is the coefficient in

$$\Delta\cos\theta-\omega\sin\theta-\Gamma\sin\theta\cos\theta=0. \tag{3}$$

The decay rate of pair phase coherence will turn out to be $2\Gamma/\hbar$. Anyone who calls $\hbar$ times that rate the depairing energy has twice our value.

## The local depairing term

Let $\mathbf a$ point along $y$ and depend on $z$, as does $\theta$. Write $s=\sin\theta$, $c=\cos\theta$. Since $[\tau_3,\tau_1]=2i\tau_2$,

$$\tilde\nabla_y g=-ia\,s\,(2i\tau_2)=2as\,\tau_2 .$$

Multiply by $g$ from the left, using $\tau_3\tau_2=-i\tau_1$ and $\tau_1\tau_2=i\tau_3$:

$$g\tilde\nabla_y g=2as(-ic\,\tau_1+is\,\tau_3).$$

In the second covariant derivative the $\tau_3$ part commutes with $\tau_3$ and drops out:

$$\tilde\nabla_y(g\tilde\nabla_yg)=-ia(-2iasc)(2i\tau_2)=-4ia^2sc\,\tau_2 .$$

Across the film, $\partial_zg=\theta'(-s\tau_3+c\tau_1)$. The terms in $\tau_3^2$ and $\tau_1^2$ cancel, and $\tau_3\tau_1=-\tau_1\tau_3=i\tau_2$, so

$$g\,\partial_zg=\theta'(c^2+s^2)\,i\tau_2=i\theta'\tau_2,\qquad \partial_z(g\,\partial_zg)=i\theta''\tau_2 .$$

The right side of (2) is $2i\tau_2(\omega s-\Delta c)$. Dividing everything by $2i\tau_2$ gives

$$\frac{\hbar D}{2}\theta''+\Delta c-\omega s-\Gamma_{\rm loc}(z)\,sc=0,\qquad
\Gamma_{\rm loc}=2\hbar Da^2=\frac{\hbar D}{2}\left(q+\frac{2eA}{\hbar}\right)^2. \tag{4}$$

## Which vector potential is to be averaged

The average of $A^2$ alone depends on the gauge, whereas (4) contains the invariant combination of $q$ and $A$. Averaging over the thickness, and separating the mean of $A$ from its variance,

$$\langle\Gamma_{\rm loc}\rangle=\frac{\hbar D}{2}\left[\left(q+\frac{2e\langle A\rangle}{\hbar}\right)^2+\frac{4e^2}{\hbar^2}\left(\langle A^2\rangle-\langle A\rangle^2\right)\right].$$

The local supercurrent is proportional to $-(q+2eA/\hbar)$, with nearly the same weight at every depth of a thin film. Zero net current therefore requires $q=-2e\langle A\rangle/\hbar$, which is also the minimum of the expression. What survives is the variance of $A$.

The convenient choice is $\mathbf A=-Bz\,\hat{\mathbf y}$. Its curl is $-\partial_zA_y=B$ along $x$, its mean is zero, and hence $q=0$. Equal and opposite screening currents flow in the two halves of the film, and their kinetic energy weakens pairing although the total current vanishes.

If $A$ is measured from the lower face instead, $\langle A^2\rangle=B^2d^2/3$, four times the midplane value. The phase gradient $q=eBd/\hbar$ removes the excess.

## The average

Integrate (4) over $z$ and divide by $d$. No current passes through the faces, so $\theta'(\pm d/2)=0$ and the derivative term gives

$$\frac{\hbar D}{2d}\left[\theta'(d/2)-\theta'(-d/2)\right]=0 .$$

In a thin film $\theta$ and $\Delta$ are nearly constant, so $sc$ comes out of the average and (3) results with $\Gamma=\langle\Gamma_{\rm loc}\rangle$. The integral is

$$\langle A^2\rangle=\frac1d\int_{-d/2}^{d/2}B^2z^2dz=\frac{B^2}{d}\cdot\frac23\left(\frac d2\right)^3=\frac{B^2d^2}{12}.$$

Multiplying by $2De^2/\hbar$ gives (1). The factor $B^2d^2$ comes from squaring a potential that grows linearly from the midplane, and the numerical factor is $2/12=1/6$.

How constant is $\theta$? Put $x=z/d$, so that $\Gamma_{\rm loc}=12\Gamma x^2$. Subtracting (3) from (4) gives, to leading order in the small deviation $\delta\theta$,

$$\frac{d^2\delta\theta}{dx^2}=\frac{2\Gamma d^2}{\hbar D}sc\,(12x^2-1),\qquad
\delta\theta=\frac{2\Gamma d^2}{\hbar D}sc\left(x^4-\frac{x^2}{2}+{\rm const}\right).$$

The slope $4x^3-x$ vanishes at $x=\pm\frac12$, as it must. From centre to face the bracket changes by $-1/16$, so $\theta$ varies by $\Gamma d^2sc/(8\hbar D)$. Terms in $\omega\,\delta\theta$ and $\Delta\,\delta\theta$ were dropped, which is allowed when $\omega$ and $\Delta$ are much less than $\hbar D/d^2$.

For the example, equation (4) was solved numerically with uniform $\Delta$ at the lowest Matsubara energy for 0.3 K. The angle varied by $7\times10^{-5}$ rad, and the effective $\Gamma$ agreed with (1) to within $10^{-4}$ of its value.

## The first thickness correction

Near a continuous transition $\theta$ is small, and (4) becomes linear. The depairing energy is then the lowest eigenvalue of

$$H=-\frac{\hbar D}{2}\partial_z^2+vz^2,\qquad v=\frac{2De^2B^2}{\hbar},$$

with zero slope at the faces. The unperturbed ground state is the constant $1/\sqrt d$, and first-order perturbation theory gives $vd^2/12=\Gamma$. The even excited states are $\sqrt{2/d}\cos(2\pi nz/d)$, with energies $2\pi^2n^2\hbar D/d^2$. Odd states do not couple, because $z^2$ is even. Integrating by parts twice,

$$\langle0|z^2|n\rangle=\frac{\sqrt2}{d}\int_{-d/2}^{d/2}z^2\cos\frac{2\pi nz}{d}dz=\sqrt2\,\frac{(-1)^nd^2}{2\pi^2n^2}.$$

The second-order shift is therefore

$$-\sum_{n\ge1}\frac{v^2d^4/(2\pi^4n^4)}{2\pi^2n^2\hbar D/d^2}
=-\frac{v^2d^6}{4\pi^6\hbar D}\sum_{n\ge1}\frac1{n^6}=-\frac{v^2d^6}{3780\,\hbar D},$$

since the sum is $\pi^6/945$. Dividing by $vd^2/12$ and inserting $v$,

$$\Gamma_{\rm lin}\simeq\Gamma\left(1-\frac{2b^2}{315}\right),\qquad b=\frac{eBd^2}{\hbar}. \tag{5}$$

The correction is negative because the pair amplitude shifts slightly towards the midplane, where $A$ is small. Diagonalizing $H$ at $b=0.5$ gave 0.998414 of the leading value; (5) gives 0.998413. In the example $b=0.109$, and this linear correction is below $10^{-4}$. Away from the transition the correction is multiplied by $\cos2\theta$ and can change sign: in the example it is $+6\times10^{-5}$ at the lowest Matsubara energy for 0.3 K and about $+9\times10^{-4}$ at the spectral edge, which it lowers by only 0.04 µeV.

## The same energy as a loss of phase

A pair that diffuses through the film gathers the phase $\varphi=(2e/\hbar)\int\mathbf A\cdot d\mathbf l$. In a time $dt$ its displacement along $y$ has mean zero and variance $2D\,dt$. Over times much longer than $d^2/D$ the path samples all depths, so

$$\langle\varphi^2\rangle=2Dt\left(\frac{2e}{\hbar}\right)^2\langle A^2\rangle .$$

Many independent increments make $\varphi$ nearly Gaussian, and then

$$\langle e^{i\varphi}\rangle=e^{-\langle\varphi^2\rangle/2}=\exp\left(-\frac{4De^2\langle A^2\rangle}{\hbar^2}t\right)=e^{-2\Gamma t/\hbar}.$$

This fixes the factor of two in the convention. In the example coherence decays in $\hbar/2\Gamma=18$ ps, while $d^2/D$ is about 0.07 ps, so the average over depth is well established.

## Faces and a finite mean free path

Equation (1) assumes $l\ll d$. Suppose that the faces scatter diffusely, so that an electron forgets its velocity along $y$ on reaching one. Flights near a face are cut short, just where $A^2=B^2d^2/4$ is three times its mean.

Let $\mu$ be the cosine of the angle between the velocity and the normal. At distance $h$ from the face, a flight towards it contributes $1-e^{-h/(\mu l)}$ of its bulk value. The weight of $v_y^2$, relative to its mean $v^2/3$, is $\frac32(1-\mu^2)$. Directions are uniform in $\mu$ with density $\frac12$, and there are two faces. The fractional loss of $\Gamma$ to first order in $l/d$ is

$$\frac2d\cdot\frac12\int_0^1d\mu\,\frac32(1-\mu^2)\cdot3\int_0^\infty dh\,e^{-h/(\mu l)}
=\frac{9l}{2d}\int_0^1\mu(1-\mu^2)d\mu=\frac{9l}{8d}.$$

The change of $A$ along a flight gives no first-order term, because opposite directions cancel. The conductivity suffers the same loss without the factor 3, namely $3l/8d$. If $D$ is inferred from the film's own resistance, part of the effect is already included, and (1) is too large by the smaller fraction $3l/4d$.

With a rough Fermi velocity of $2\times10^6$ m/s, $l=3D/v_F=0.75$ nm and $l/d=0.125$. The full flight integral gives a factor 0.86 on $\Gamma$ for bulk $D$, and 0.905 for $D$ from resistance; the first-order results are 0.859 and 0.906. A simulation of 40 000 paths, each of 400 flights between diffuse faces at $b=1$ and this $l/d$, also gave 0.86. Its mean phase factor was 0.569, which agrees with the predicted value within the sampling error of about 0.002.

## Why the spectral edge falls so far

At zero temperature the gap equation, with a high cutoff $W$, is $\int_0^W\sin\theta\,d\omega=\Delta/g_0$, with $g_0$ the coupling. Without a field, $\sin\theta=\Delta_0/\sqrt{\omega^2+\Delta_0^2}$, which gives $1/g_0=\ln(2W/\Delta_0)$. With depairing, (3) gives

$$\omega=\Delta\cot\theta-\Gamma\cos\theta,\qquad d\omega=\left(-\frac{\Delta}{\sin^2\theta}+\Gamma\sin\theta\right)d\theta .$$

For $\Gamma<\Delta$, $\theta$ runs from $\pi/2$ at $\omega=0$ to $\theta_W\simeq\Delta/W$ at the cutoff. Hence

$$\int_0^W\sin\theta\,d\omega=\int_{\theta_W}^{\pi/2}\left(\frac{\Delta}{\sin\theta}-\Gamma\sin^2\theta\right)d\theta=\Delta\ln\frac{2W}{\Delta}-\frac{\pi\Gamma}{4}.$$

Equating this to $\Delta\ln(2W/\Delta_0)$ yields

$$\ln\frac{\Delta}{\Delta_0}=-\frac{\pi\Gamma}{4\Delta}. \tag{6}$$

To reach real energies, replace $\omega$ by $-iE$; the density of states relative to the normal metal is $\mathrm{Re}\cos\theta$. Below the edge, set $\theta=\pi/2+i\chi$ with real $\chi$. Then $\cos\theta=-i\sinh\chi$ is imaginary, so there are no states, and $\sin\theta=\cosh\chi$. Equation (3) becomes

$$E=\Delta\tanh\chi-\Gamma\sinh\chi .$$

Such solutions exist up to the maximum of the right side, where $\Delta/\cosh^2\chi=\Gamma\cosh\chi$, or $\cosh^3\chi=\Delta/\Gamma$. There

$$E_g=\tanh\chi\,(\Delta-\Gamma\cosh\chi)=\Delta\tanh\chi\left(1-\frac1{\cosh^2\chi}\right)=\Delta\tanh^3\chi,$$

$$E_g=\Delta\left[1-\left(\frac{\Gamma}{\Delta}\right)^{2/3}\right]^{3/2}\simeq\Delta-\frac32\Delta^{1/3}\Gamma^{2/3}. \tag{7}$$

The power $2/3$ answers the second opening question: for $\Gamma\ll\Delta$ the edge falls by much more than $\Gamma$ itself. Since $\Gamma\propto B^2$, the leading fall of the edge grows as $B^{4/3}$.

The opposite limit is the loss of superconductivity. For small $\theta$, (3) gives $\theta=\Delta/(\omega+\Gamma)$. The zero-temperature gap equation becomes $\ln(W/\Gamma)=\ln(2W/\Delta_0)$, so the critical value is $\Gamma=\Delta_0/2$ when orbital depairing acts alone.

## The example in numbers

The depairing energy, expressed as a voltage, is

$$\frac{\Gamma}{e}=\frac{D(e/\hbar)B^2d^2}{6}
=\frac{(5\times10^{-4})(1.519\times10^{15})(4)(3.6\times10^{-17})}{6}\ {\rm V}=18.2\ \mu{\rm V}.$$

Thus $\Gamma=18.2$ µeV, equivalent to 0.21 K. Equation (6) lowers $\Delta$ from 304.0 to 289.3 µeV. With $\Gamma/\Delta=0.063$, whose $2/3$ power is 0.158, (7) gives $E_g=289.3\times0.842^{3/2}=223$ µeV. Of the total fall of 81 µeV, 15 µeV comes from the weaker pair potential and 66 µeV from the broadened spectrum.

The field also shifts the two spin branches by $\pm\mu_BB=\pm116$ µeV. If spin-orbit scattering is neglected, the lower branch starts at 108 µeV. This spin splitting is separate from $\Gamma$.

It also sets a separate limit. With $N_0$ the density of states per spin, the condensation energy $N_0\Delta_0^2/2$ equals the normal-state spin energy $N_0\mu_B^2B^2$ at $B=\Delta_0/(\sqrt2\mu_B)=3.7$ T. Orbital depairing alone would allow 5.8 T. These are separate estimates, each omitting the other effect; the spin limit also omits spin-orbit scattering, which would raise it. Acting together the two effects give a limit below either one: about 2.9 T at 0.3 K for a uniform state without spin-orbit scattering. The orbital field varies as $1/d$, so at fixed $D$ and $\Delta_0$ the two would meet near $d=9$ nm.

## Beside a real film

The parameters are rough typical values for thin disordered aluminium films used as spin detectors in tunnel junctions. Their critical temperature lies above the bulk value of roughly 1.2 K. Several assumptions deserve a size:

- **Faces.** Diffuse scattering lowers $\Gamma$ by about 10 to 14%, depending on how $D$ was obtained. Even specular faces leave a loss of about 3% at $l/d=0.125$, of second order in $l/d$.
- **Alignment.** A perpendicular component $B_\perp$ brings the lowest Landau level of charge $2e$, with depairing energy $(\hbar D/2)(2eB_\perp/\hbar)=DeB_\perp$. It equals $\Gamma$ at a tilt whose sine is $b/6$, here 1.0°. This is an estimate, since vortices make the film non-uniform below the critical field.
- **Screening.** The standard dirty-limit formula $\lambda^2=\hbar/(\pi\mu_0\sigma\Delta_0)$, used without derivation and with a free-electron conductivity $\sigma$, gives $\lambda\approx550$ nm. Screening then changes $\Gamma$ by a few parts in $10^5$.
- **Temperature.** At 0.3 K a normal counterelectrode smears the tunnel spectrum by 91 µeV, five times $\Gamma$. This is the full width at half maximum of the derivative of the Fermi function, about $3.5\,k_BT$. The Boltzmann factor at the lower edge is 0.016, so the zero-temperature edge is a reasonable first estimate, but it is not directly visible as a sharp step.
- **Spin-orbit scattering.** The rule that a fraction $(\alpha Z)^4$ of collisions flips the spin, with $\alpha$ the fine-structure constant and $Z=13$, gives a spin-flip time $\tau_{\rm so}$ with $\hbar/\tau_{\rm so}=(\alpha Z)^4\hbar v_F/l\approx140$ µeV. Defined as $\hbar/(3\tau_{\rm so})$, the spin-orbit energy is then of order 50 µeV. The rule may be wrong by a factor of several. This process mixes the spin branches. At this size it moves the lower edge from 108 to roughly 130 µeV, a shift larger than $\Gamma$, so a fit to a measured spectrum must include it.

Alignment and the faces thus limit the use of (1) here far more than the thin-film expansion does. The numerical output lists the values behind these estimates.

## Values computed for the example and the checks

```
Thickness d: 6.0 nm
Diffusion constant D: 5.0 cm2/s
Critical temperature without field: 2.0 K
Fermi velocity: 2.0e+06 m/s
Parallel field B: 2.0 T
Temperature of use: 0.3 K
Root mean square A: 3.464 T nm
Dimensionless field e B d^2/hbar: 0.1094
Depairing energy Gamma: 18.23 micro-eV
Gamma as a temperature: 0.212 K
Pair phase decay time hbar/(2 Gamma): 18.1 ps
BCS ratio Delta0/(kB Tc): 1.7639
Delta0 without field: 304.0 micro-eV
Delta with depairing, T=0: 289.3 micro-eV
Gamma/Delta: 0.0630
Spectral edge without Zeeman shift: 223.4 micro-eV
Fall of edge from Delta0: 80.6 micro-eV
Zeeman shift muB B: 115.8 micro-eV
Lower spin branch edge: 107.6 micro-eV
Test field b for eigenvalue: 0.50
Eigenvalue / (b^2/6): 0.998414
Its deficit / (2 b^2/315): 0.9995
Same, A from lower face, q=0: 3.899
Best q d for A from lower face: 0.5000
Critical Gamma/Delta0 at T=0.01 Tc: 0.4999
Nonlinear film Gamma / formula: 1.000063
Spread of theta across film: 6.83e-05 rad
Mean free path l: 0.75 nm
l/d: 0.125
Rough-face factor on Gamma (bulk D): 0.862
Same factor from random flights: 0.863
Mean phase factor, random flights: 0.569
Its predicted value: 0.569
Rough-face factor on conductivity: 0.953
Rough factor if D is from resistance: 0.905
Coherence length xi: 32.9 nm
Thin-film correction 2 b^2/315: 7.60e-05
Penetration depth estimate: 546 nm
Relative loss of Gamma by screening: 2.42e-05
Tilt that doubles the depairing: 1.04 degrees
Orbital-only critical field, T=0: 5.77 T
Paramagnetic limit, no orbital term: 3.71 T
Thermal width of tunnel spectrum: 91.1 micro-eV
Boltzmann factor at lower edge: 0.016
Spin-orbit energy, order only: 47 micro-eV
```
